# End stress in a long interconnect under alternating current

**Q.** A sinusoidal current pushes the atoms of a metal line one way for half a period and back for the other half. The net push is zero. Why should there be any stress at a blocked end?

**A.** Zero average does not mean zero at each instant. While the electron wind blows away from the end, atoms leave and none can enter through the barrier, so the end goes into tension. When the wind reverses, they return. To find the size of this swing we need the atom flux and the condition at the barrier.

Let the line occupy $x\ge 0$ with its blocked end at $x=0$. Tensile stress $\sigma$ is positive and is measured from the uniform stress present before the current starts. The wind force $F(t)$ on an atom is positive when it points away from the end. For copper it points along the electron flow and has peak magnitude $|Z^*|e\rho j_0$, where $Z^*$ is the effective charge number, $\rho$ the resistivity and $j_0$ the peak current density.

**Q.** How does stress enter the flux, and with what sign?

**A.** An atom is more easily accommodated where the metal is in tension, so its chemical potential is $\mu=\mu_0-\Omega\sigma$, with $\Omega$ the atomic volume. The total driving force is
$$-\frac{\partial\mu}{\partial x}+F=\Omega\frac{\partial\sigma}{\partial x}+F .$$
Multiplying by the mobility $D/k_BT$ and by the atom density $C\simeq1/\Omega$ gives the flux
$$J=\frac{D}{\Omega k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).$$
It vanishes when $\partial\sigma/\partial x=-F/\Omega$. I therefore define $g(t)=F(t)/\Omega$, with peak value
$$G=\frac{|Z^*|e\rho j_0}{\Omega}.$$
This is the magnitude of the stress gradient that balances the peak wind.

**Q.** That is one equation for two unknowns, flux and stress.

**A.** Conservation of atoms, $\partial C/\partial t=-\partial J/\partial x$, supplies the second. Atoms added to a confined line compress it, so $dC/C=-d\sigma/B$, where $B$ is an effective modulus of the line and its surroundings. This assumes that vacancies and lattice sites equilibrate quickly. With $C\simeq1/\Omega$,
$$\frac{\partial\sigma}{\partial t}=-B\Omega\frac{\partial C}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\kappa\frac{\partial}{\partial x}\left(\frac{\partial\sigma}{\partial x}+g\right),\qquad
\kappa=\frac{DB\Omega}{k_BT}.$$
I take $\kappa$ constant for now. In a uniform line $g$ does not depend on $x$, so
$$\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad
\left.\frac{\partial\sigma}{\partial x}\right|_{x=0}=-g(t).$$
The second relation is $J(0,t)=0$. The current has dropped out of the interior equation: in this model it acts through the blocked end.

**Q.** Then what is the periodic stress at that end?

**A.** Use $g=\mathrm{Re}(Ge^{i\omega t})$ and try $\sigma=\mathrm{Re}[s(x)e^{i\omega t}]$. The diffusion equation becomes $i\omega s=\kappa s''$, whose solutions are $e^{\pm qx}$ with
$$q=\sqrt{\frac{i\omega}{\kappa}}=\frac{1+i}{\delta},\qquad \delta=\sqrt{\frac{2\kappa}{\omega}},$$
because $\sqrt i=(1+i)/\sqrt2$. In a long line the growing solution is excluded, leaving $s=Ae^{-qx}$. The end condition reads $-qA=-G$, so
$$A=\frac Gq=G\sqrt{\frac{\kappa}{\omega}}\,e^{-i\pi/4}.$$
For this cosine current the end stress is $G\sqrt{\kappa/\omega}\cos(\omega t-\pi/4)$. Moving the time origin by a quarter period gives, for $g=G\sin\omega t$,
$$\boxed{\sigma(0,t)=S\sin\left(\omega t-\frac{\pi}{4}\right),\qquad S=G\sqrt{\frac{\kappa}{\omega}}}$$
The stress lags the current by an eighth of a period. Inside the line it is
$$\sigma(x,t)=Se^{-x/\delta}\sin\left(\omega t-\frac{x}{\delta}-\frac{\pi}{4}\right),$$
a damped wave confined to a few $\delta$ from the end.

**Q.** I would have guessed $1/\omega$, since the atoms have a time of order $1/\omega$ to move before the wind reverses.

**A.** The amount moved does scale that way. Integrate the diffusion equation over the line, using zero slope far away:
$$\frac{d}{dt}\int_0^\infty\sigma\,dx=\kappa\left[\frac{\partial\sigma}{\partial x}\right]_0^\infty=\kappa g(t).$$
The integrated stress therefore swings with amplitude $\kappa G/\omega$. It is spread over a length of order $\sqrt{\kappa/\omega}$, which also shrinks as the frequency rises. Dividing one by the other gives $G\sqrt{\kappa/\omega}$.

**Q.** You assumed a periodic solution. A real line starts unstressed. Does it ever reach your solution?

**A.** It does, though slowly unless the current starts at a peak. By the last equation, a short interval $ds$ of wind adds integrated stress $\kappa g\,ds$ at the end. After a time $s$ this contribution has spread into
$$K(x,s)=\frac{1}{\sqrt{\pi\kappa s}}e^{-x^2/4\kappa s},$$
a Gaussian doubled by its image, so that it has unit area on $x\ge0$ and zero slope at $x=0$. Adding all earlier contributions, and setting $x=0$,
$$\sigma(0,t)=\sqrt{\frac{\kappa}{\pi}}\int_0^t\frac{g(t-s)}{\sqrt s}\,ds .$$

Now put $g=G\sin\omega t$ and write the integral as one from $0$ to $\infty$ minus one from $t$ to $\infty$. For the first, the Fresnel integrals
$$\int_0^\infty\frac{\cos\omega s}{\sqrt s}ds=\int_0^\infty\frac{\sin\omega s}{\sqrt s}ds=\sqrt{\frac{\pi}{2\omega}}$$
give
$$\sqrt{\frac{\pi}{2\omega}}(\sin\omega t-\cos\omega t)=\sqrt{\frac{\pi}{\omega}}\sin\left(\omega t-\frac\pi4\right).$$
Multiplied by $G\sqrt{\kappa/\pi}$, this is the periodic solution again. In the second, set $s=t+u$. Since $\sin(-\omega u)=-\sin\omega u$, the remainder is
$$R(t)=G\sqrt{\frac{\kappa}{\pi}}\int_0^\infty\frac{\sin\omega u}{\sqrt{t+u}}\,du .$$

**Q.** And how fast does that remainder die?

**A.** Integrate by parts once:
$$\int_0^\infty\frac{\sin\omega u}{\sqrt{t+u}}du=\frac1\omega\left[\frac1{\sqrt t}-\frac12\int_0^\infty\frac{\cos\omega u}{(t+u)^{3/2}}du\right].$$
The original integral is positive, because each positive half-wave of the sine carries more weight than the negative one after it. The cosine integral is positive too: another integration by parts turns it into
$$\frac{3}{2\omega}\int_0^\infty\frac{\sin\omega u}{(t+u)^{5/2}}du,$$
to which the same argument applies. Hence
$$0<R(t)<\frac{G}{\omega}\sqrt{\frac{\kappa}{\pi t}}=\frac{S}{\sqrt{\pi\omega t}},$$
and $R$ approaches this bound at late times, since the cosine integral falls faster than $1/\sqrt t$.

There is a direct reading. After a sine start the integrated stress is $(\kappa G/\omega)(1-\cos\omega t)$, which has the nonzero mean $\kappa G/\omega$. That mean must spread down the line, and multiplying it by $K(0,t)$ gives $S/\sqrt{\pi\omega t}$. After a cosine start the integrated stress is $(\kappa G/\omega)\sin\omega t$, with no mean to disperse. The remainder is then
$$-G\sqrt{\frac{\kappa}{\pi}}\int_0^\infty\frac{\cos\omega u}{\sqrt{t+u}}du
=-\frac{G}{2\omega}\sqrt{\frac{\kappa}{\pi}}\int_0^\infty\frac{\sin\omega u}{(t+u)^{3/2}}du,$$
whose magnitude is below $S/[2\sqrt\pi(\omega t)^{3/2}]$.

**Q.** No line is infinite. What does "long" mean here?

**A.** Let the line have length $L$ and both ends blocked. The slope of $s$ must be $-G$ at $x=0$ and at $x=L$. Split $s$ into parts odd and even about the middle. The even part has opposite slopes at the two ends, so equal slopes remove it. What remains is
$$s(x)=\frac{G}{q}\,\frac{\sinh[q(L/2-x)]}{\cosh(qL/2)},\qquad s(0)=\frac Gq\tanh\frac{qL}{2}.$$
With $z=qL/2$,
$$\tanh z-1=-\frac{2e^{-2z}}{1+e^{-2z}},$$
which has magnitude close to $2e^{-L/\delta}$ when $L\gg\delta$. This falls to about 1% of the end stress at $L=\delta\ln200\simeq5.3\,\delta$. "Long" thus refers to the frequency as well as to the line.

In the opposite limit, $L\ll\delta$, $\tanh z\simeq z$ and the amplitude is $GL/2$. The stress then follows the wind almost in step, and lowering the frequency further no longer raises it.

**Q.** Give me numbers. Is this megapascals or nothing?

**A.** Take a copper line 100 µm long, 100 nm wide and 200 nm high at 573 K, with peak current density 1 MA/cm² and a period of 10 h. Rough typical inputs are $D=4\times10^{-13}$ cm²/s, $B=28$ GPa, $\Omega=0.0118$ nm³, $|Z^*|=1$ and $\rho=4$ µΩ cm.

The peak wind force is $4\times10^{-4}$ eV/µm. Dividing by $\Omega$, with 1 eV/nm³ equal to 160.2 MPa,
$$G=\frac{4\times10^{-4}}{0.0118}\times160.2\simeq5.43\ \text{MPa/µm}.$$
The ratio $B\Omega/k_BT$ is about 41.8, so $\kappa=0.00167$ µm²/s. With $\omega=1.745\times10^{-4}$ rad/s,
$$\sqrt{\frac{\kappa}{\omega}}=\sqrt{\frac{0.001671}{0.0001745}}=3.09\ \text{µm},\qquad
S=5.43\times3.09=16.8\ \text{MPa},$$
or 0.0168 GPa. The penetration depth is $\delta=4.4$ µm and $L/\delta=23$, so the line is long; 23 µm would already bring the amplitude within 1%.

As a test, the flux and conservation laws were integrated numerically for a line of length $20\sqrt{\kappa/\omega}$ with both ends blocked. The last of eight cycles gave an amplitude of 16.8 MPa and a lag of 45.0°. Four times the frequency, all else fixed, gave 0.500 of the amplitude. Four times the diffusivity gave 1.998 rather than 2. In that case $L/\delta$ is only 7.1, and the finite-length formula gives the same small deficit.

**Q.** Is 16.8 MPa the largest tension the end sees?

**A.** Not after a sine start. The remainder $R$ is positive, and the first peak is 1.34 times the periodic amplitude, about 23 MPa. In a semi-infinite line $R$ is still 7.1% of $S$ after ten cycles, in agreement with $1/\sqrt{20\pi^2}$. The transient spreads over $\sqrt{\kappa t}$, not over $\delta$, so it feels the far end in time: in the 100 µm line with both ends blocked it is 6.9% after ten cycles and 3.8% after twenty, against 5.0% for the semi-infinite line, and it then decays exponentially with time constant $L^2/(\pi^2\kappa)\simeq7$ days.

Compare this with a rough void-opening stress of 40 MPa. That threshold applies to the total stress, so a residual tension of about 17.5 MPa would be enough for the first peak to reach it.

**Q.** Would a constant current of the same peak density be any worse?

**A.** Yes, for these inputs. With $g=G$ the memory integral gives
$$\sigma(0,t)=G\sqrt{\frac\kappa\pi}\int_0^t\frac{ds}{\sqrt s}=2G\sqrt{\frac{\kappa t}{\pi}},$$
a law that holds until the far end is felt; after that the stress grows more slowly and levels off. Within this law it reaches a value $\sigma_c$ at
$$t=\frac{\pi}{\kappa}\left(\frac{\sigma_c}{2G}\right)^2=\frac{\pi}{0.001671}\left(\frac{40}{2\times5.431}\right)^2\text{s}\simeq7.1\ \text{h},$$
starting from zero stress. By then $\sqrt{\kappa t}$ is about 6.5 µm, so the far end does not yet matter. This time assumes constant $D$; the stress-dependent $D$ introduced below shortens it to about 7.0 h.

If no void opened, a line with two blocked ends would settle at zero flux, with slope $-G$ throughout. Conservation of atoms keeps the mean stress at zero, so the end stress would be $GL/2$. Because the equations are linear, a mean current equal to 1% of the peak adds $0.01\,GL/2=2.7$ MPa after several weeks. A small imbalance in the waveform therefore deserves its own estimate, particularly in a longer line, where the stress goes on building for longer.

**Q.** Your linearity troubles me. Tension speeds diffusion and compression slows it. Should that not rectify the motion?

**A.** It does, weakly. Let $D$ vary as $e^{a\sigma}$ with $a=\Omega/k_BT$. In a periodic state the mean stress at each point is steady, so the mean flux is the same everywhere, and the blocked end makes it zero. Write the stress as the linear solution $\sigma_1$ plus a small mean $m(x)$. To second order in the wind,
$$m'=-a\left\langle\sigma_1\frac{\partial\sigma_1}{\partial x}\right\rangle-a\langle\sigma_1g\rangle .$$
Integrate from the end to the deep interior. The first term is $-\frac a2\,d\langle\sigma_1^2\rangle/dx$; since $\langle\sigma_1^2\rangle=S^2/2$ at the end and zero inside, it contributes $+aS^2/4$. The second contributes
$$-\frac a2\,\mathrm{Re}\int_0^\infty\frac{G^2}{q}e^{-qx}dx=-\frac a2\,\mathrm{Re}\frac{G^2}{q^2}=0,$$
because $1/q^2=\kappa/(i\omega)$ is imaginary. Therefore
$$m(0)-m(\infty)=-\frac{\Omega S^2}{4k_BT}.$$
Here $aS=0.025$, and the shift is $-0.105$ MPa, slightly compressive. A numerical solution with stress-dependent $D$ gives the same value, and its oscillating amplitude differs from the linear one by less than 0.01%.

**Q.** The metal also heats up.

**A.** By little in this example. The peak heat per length is $j_0^2\rho$ times the cross-section, or 0.08 W/m. Treat the line as a cylinder of equal area, 1 µm from a heat sink, in an insulator of conductivity 0.3 W/(m K), both rough values. For a cylinder of radius $r$ whose axis is a distance $d$ from a plane sink, the rise is the heat per length times $\operatorname{arccosh}(d/r)/(2\pi k_{\rm ins})$, where $k_{\rm ins}$ is the insulator's conductivity. Here $r\simeq80$ nm, and the rise is $\Delta T\simeq0.14$ K. Held at that peak value, with an activation energy of roughly 0.9 eV and $G$ fixed, it would raise $S$ by 0.2%. A thermal expansion mismatch $\Delta\alpha$ of roughly 14 ppm/K acts like a relative atom excess $3\Delta\alpha\,\Delta T$, so it adds a stress of magnitude $3B\,\Delta\alpha\,\Delta T$, about 0.16 MPa, if nothing relaxes.

**Q.** So may I apply the formula to a working chip?

**A.** Not without checking the penetration depth. The current density and temperature above are in the range of accelerated copper tests, but a 10 h period is far slower than ordinary circuit signals. With the other inputs fixed, $\delta$ shrinks to the line height at about 13 mHz. Above that frequency the stress varies along the line over less than the line's own height. A single effective modulus linking local stress to local atom content is then no longer justified. Cooling has the same effect: at 378 K and the same 10 h period, with $G$ held fixed, $\delta$ is about 49 nm, a quarter of the line height. The formula's 0.19 MPa is then an extrapolation, not a prediction.

Within the valid range, the stress is only as good as its inputs. A relative error in $|Z^*|$ passes in full into $S$. The modulus enters as $S\propto\sqrt B$; it depends on the surrounding dielectric, and a softer insulator gives a smaller $B$. For the diffusivity, a factor of three either way moves $S$ between 9.7 and 29 MPa, because $S\propto\sqrt D$. At the upper value the first peak would be $1.34\times29\simeq39$ MPa, leaving almost no margin below the assumed threshold. Real lines also break the assumption of uniform $D$, since grains and interfaces offer paths of different speed. The factor-of-three range shows the sensitivity to a uniform change; it does not bound the effect of a particular grain structure. The inputs and further values are listed in the numerical output below.

## Values computed for the example and the checks

```
Test temperature: 573 K
Atomic diffusivity, rough: 4e-13 cm2/s
Effective modulus, rough: 28 GPa
Atomic volume, rough: 0.0118 nm3
Effective charge magnitude, rough: 1
Resistivity, rough: 4 microohm cm
Peak current density: 1 MA/cm2
Current period: 10 h
Line length: 100 um
Line width: 100 nm
Line height: 200 nm
Angular frequency: 0.0001745 rad/s
Peak wind force per atom: 0.0004 eV/um
Wind-balancing gradient G: 5.431 MPa/um
Stress diffusivity kappa: 0.001671 um2/s
Length sqrt(kappa/omega): 3.094 um
Penetration depth delta: 4.375 um
End-stress amplitude, formula: 16.8 MPa
Same amplitude, converted: 0.0168 GPa
End-stress amplitude, simulation: 16.8 MPa
Stress lag, simulation: 45.01 degrees
Amplitude shift on coarser grid: 0.00015 %
Amplitude ratio at four times frequency: 0.5
Amplitude ratio at four times diffusivity: 1.998
Length for amplitude within 1%: 23.18 um
Line length / penetration depth: 22.86
First peak after sine start: 22.55 MPa
First peak / periodic amplitude: 1.342
Transient after 10 cycles / amplitude: 7.12 %
Void-opening stress, rough: 40 MPa
Constant-current time to that stress: 7.084 h
Omega*stress/(kB*T) at amplitude: 0.0251
Nonlinear mean shift, formula: -0.105 MPa
Nonlinear mean shift, simulation: -0.105 MPa
Nonlinear change of first harmonic: -0.0034 %
Insulator conductivity, rough: 0.3 W/(m K)
Distance to heat sink, rough: 1 um
Peak Joule heating: 0.137 K
Amplitude change if heating persists: 0.21 %
Expansion mismatch, rough: 14 ppm/K
Peak thermal-stress magnitude: 0.16 MPa
Final end stress from 1% dc bias: 2.72 MPa
Amplitude if D is 3 times smaller: 9.701 MPa
Amplitude if D is 3 times larger: 29.1 MPa
Line height / penetration depth: 0.0457
Frequency where depth equals height: 13.3 mHz
Activation energy, rough: 0.9 eV
Temperature of use: 378 K
Penetration depth at use temperature: 48.9 nm
Extrapolated amplitude at use temperature: 0.188 MPa
```
